# Delocalized internal coordinates and a projected constraint, worked through for formaldehyde

**Q.** I can describe formaldehyde by three bond lengths, three angles at carbon and something for bending out of the plane. That is seven numbers, while a four-atom molecule has six internal degrees of freedom. Which one should I throw away?

**A.** None. Keep all seven as primitive coordinates $q_1,\dots,q_n$ and let linear algebra find the independent combinations. What matters for small displacements is the matrix

$$\delta q=B\,\delta x,\qquad B_{ik}=\partial q_i/\partial x_k ,$$

with $n$ rows and $3N$ columns. I multiply angular primitives by a fixed length of 1 bohr, which I don't write out. All $q_i$ are then lengths, $B$ is dimensionless, and adding squares of its entries makes sense.

**Q.** Write the rows down, so that nothing hides in $B$.

**A.** Let $e_k$ be the unit vector from carbon to atom $k$ and $r_k$ the bond length. Moving atom $k$ by $\delta x_k$ gives

$$\delta r_k=e_k\cdot\delta x_k,\qquad \delta e_k=\frac{\delta x_k-e_k(e_k\cdot\delta x_k)}{r_k}.$$

The first is the stretch row. For a bend, $\cos\varphi=e_i\cdot e_j$. Differentiating with respect to $x_i$ gives $-\sin\varphi\,\partial\varphi/\partial x_i=(e_j-\cos\varphi\,e_i)/r_i$, so

$$\frac{\partial\varphi}{\partial x_i}=\frac{\cos\varphi\,e_i-e_j}{r_i\sin\varphi},$$

and likewise with $i$ and $j$ exchanged. This fails at $\varphi=180^\circ$, where another bending coordinate is needed. For the out-of-plane motion I take the wag $w=e_{\rm O}\cdot(e_1\times e_2)$, with 1 and 2 the hydrogens. A triple product is unchanged by cyclic permutation, so $w=e_i\cdot v_i$, where $v_i$ is the cross product of the other two vectors in cyclic order, and

$$\frac{\partial w}{\partial x_i}=\frac{v_i-(v_i\cdot e_i)e_i}{r_i}.$$

Every primitive depends on differences of positions, so the carbon entry is minus the sum of the others.

**Q.** Now find the independent combinations.

**A.** Form the symmetric matrix $G=BB^T$, of size $n\times n$. For any vector $a$ in the space of primitives,

$$a^TGa=(B^Ta)^T(B^Ta)=|B^Ta|^2\ge 0 .$$

If $Ga=0$, then $B^Ta=0$; the converse is immediate. A zero eigenvector is therefore a combination with $a\cdot\delta q=a^TB\,\delta x=0$ for every displacement: a redundancy. Collect the orthonormal eigenvectors with nonzero eigenvalues as the columns of $U$. They span the orthogonal complement of the null space of $B^T$, which is the range of $B$. So the columns of $U$ span the first-order changes $\delta q$ that atoms can produce, and their number is $m=\operatorname{rank}B$. The delocalized coordinates are

$$s=U^Tq,$$

with $U$ computed at a reference geometry and then held fixed.

**Q.** You said rank $B$, not $3N-6$. Is the familiar count not guaranteed?

**A.** Half of it is. Primitives do not change when the molecule is moved rigidly, so $Bt=0$ for every displacement $t_k=a+\omega\times x_k$. Are these six motions independent? Suppose $a+\omega\times x_k=0$ for all atoms. Subtracting two such equations gives $\omega\times(x_k-x_l)=0$. If $\omega\ne0$, all atoms lie on one line parallel to $\omega$. For a nonlinear molecule, therefore, $\omega=0$ and then $a=0$. The null space of $B$ has dimension at least six, and

$$m=\operatorname{rank}B=3N-\dim\operatorname{null}B\le 3N-6 .$$

Equality holds if and only if rigid motions are the whole null space. I call the primitives complete in that case. Adding more primitives to a complete set adds zero eigenvalues and leaves $m$ unchanged. For a linear molecule, rotation about the axis moves nothing, five rigid motions remain, and a complete set gives $3N-5$. Such a set needs bends referred to fixed axes. Rotation about the line leaves the geometry in place, so it must also leave in place the gradient of any rotation-invariant primitive that is differentiable there (the ordinary bend angle is not), and that gradient then has no component perpendicular to the line. For a triatomic, the two perpendicular components of the sum of the unit bond vectors from the central atom serve: the sum vanishes on the line and stays zero under rigid motion, so $Bt=0$ still holds there.

**Q.** Can a sensible list of primitives really be incomplete?

**A.** Take planar formaldehyde with stretches and bends but no wag. That is six primitives for six degrees of freedom, yet the rank is five. All the $e_k$ lie in the plane, so these six rows have no out-of-plane components. There are eight in-plane displacements, of which three are rigid, leaving at most five. Of the four out-of-plane displacements, three are rigid: one translation and two rotations. The fourth is a real deformation that the list does not see to first order. In the wag row, the $v_i$ are normal to the plane and supply it. With the wag included, the rank is six.

**Q.** Then seven primitives leave one redundancy. Can you name it without a computer?

**A.** In the plane, with carbon inside the triangle of its neighbours, the three angles add to $2\pi$. In-plane motion keeps the sum, and out-of-plane motion does not change it to first order. So, in the order CO, CH$_1$, CH$_2$, OCH$_1$, OCH$_2$, HCH, wag,

$$n=\tfrac{1}{\sqrt3}(0,0,0,1,1,1,0)$$

is the zero eigenvector. For numbers I use a deliberately unsymmetrical planar reference: CO 2.30 bohr, CH 2.10 and 2.15 bohr, OCH angles $120^\circ$ and $130^\circ$, HCH $110^\circ$. The eigenvalues of $G$ are 0, 0.7535, 0.7728, 1.0000, 1.8456, 3.1719 and 3.4489. The computed zero eigenvector has entries 0.577 on the three angles, as it should.

**Q.** An eigenvalue of 1.000 at an unsymmetrical geometry looks suspicious.

**A.** It has a reason. Three vectors in a plane are linearly dependent, so there are coefficients with $\sum_k a_ke_k=0$. Use them as the stretch components of $a$, with zeros elsewhere. Then $B^Ta$ moves each outer atom by $a_ke_k$ and carbon by $-\sum_ka_ke_k=0$. That displacement changes each bond length by $a_k$ and no angle, so $BB^Ta=a$. The corresponding column of $U$ indeed contains only stretches: 0.631, 0.514 and 0.581.

**Q.** How do I get a Cartesian step and a gradient out of $s$?

**A.** Let $B_s=U^TB$. At the reference geometry $B_sB_s^T=U^TGU=\Lambda$, the diagonal matrix of nonzero eigenvalues, which can be inverted. At other geometries $U$ stays fixed while $B$ changes, so $B_sB_s^T$ is in general not diagonal and must itself take the place of $\Lambda$ in the formulas below. The step

$$\delta x=B_s^T\Lambda^{-1}\delta s$$

satisfies $B_s\delta x=\delta s$. It is also orthogonal to the null space of $B_s$, so it contains no rigid motion. For the energy gradient, the chain rule reads $g_x=B_s^Tg_s$. Multiplying by $B_s$ gives $B_sg_x=\Lambda g_s$, hence

$$g_s=\Lambda^{-1}B_sg_x .$$

The chain rule assumes that $g_x$ lies in the range of $B^T$, that is, that it is orthogonal to the null space of $B$. That holds for an isolated molecule with a complete set of primitives: the null space then contains only rigid motions, which leave the energy unchanged. It can fail for an incomplete set, and for a molecule in an external field that fixes a direction.

**Q.** Now I want HCH fixed. But every column of $U$ that contains HCH mixes it with other primitives. There is no HCH coordinate left to fix.

**A.** One can be made. Let $e_c$ be the unit vector in primitive space for HCH, so $q_c=e_c\cdot q$. Let $P=UU^T$ project onto the range of $B$, and define

$$c=\frac{Pe_c}{|Pe_c|}.$$

Every first-order change obeys $\delta q=P\,\delta q$, and $P$ is symmetric, so

$$\delta q_c=e_c\cdot P\,\delta q=(Pe_c)\cdot\delta q=|Pe_c|\;c\cdot\delta q .$$

Freezing the combination $c\cdot q$ therefore freezes HCH to first order. The construction fails if $Pe_c=0$. Since the null space of $P$ is that of $B^T$, this means $B^Te_c=0$: no displacement changes the primitive to first order, and there is nothing to hold.

**Q.** Show me $c$. I suspect it constrains the OCH angles as well.

**A.** Here $P$ removes just the component along $n$. On the three angles,

$$Pe_c=(0,0,1)-\tfrac13(1,1,1)=\tfrac13(-1,-1,2),$$

$$|Pe_c|=\sqrt{\tfrac69}=0.8165,\qquad c=\tfrac1{\sqrt6}(-1,-1,2).$$

The OCH angles do appear. But to first order $\delta\varphi_1+\delta\varphi_2=-\delta\varphi_3$, with $\varphi_3$ the HCH angle. Hence $c\cdot\delta q=(\delta\varphi_3+2\,\delta\varphi_3)/\sqrt6=3\,\delta\varphi_3/\sqrt6$. Multiplying by $|Pe_c|=\sqrt{2/3}$ gives $\delta\varphi_3$. The two OCH angles remain free to change in opposite directions.

**Q.** I now have $c$ and six columns of $U$, which is one vector too many.

**A.** That is where Schmidt orthogonalization enters. Put $c$ first and orthogonalize $u_1,\dots,u_m$ in turn against everything already kept. All $m+1$ vectors lie in an $m$-dimensional space, so one of them must be reduced to zero and is discarded. The unprojected $e_c$ would not do: in this example it lies outside the range of $B$, the seven vectors are independent, and none drops out.

**Q.** On a computer, "reduced to zero" may mean "reduced to something small". Could I keep a vector made of rounding error?

**A.** The order of the $u_k$ prevents it. Write $c_k=c\cdot u_k$ and define the tail

$$t_k=\sum_{j\ge k}c_ju_j,\qquad \tau_k=|t_k|^2=\sum_{j\ge k}c_j^2 .$$

When $u_k$ is treated, the earlier vectors span the same space as $u_1,\dots,u_{k-1}$ and $t_k$, because $c$ minus its components on the earlier $u_j$ is $t_k$. Now $u_k$ is already orthogonal to the earlier $u_j$, so only its component along $t_k$ is removed:

$$u_k-\frac{c_k}{\tau_k}t_k,\qquad \text{squared norm}\;=1-\frac{c_k^2}{\tau_k}=\frac{\tau_{k+1}}{\tau_k}.$$

Take the $u_k$ in order of increasing $|c_k|$. The last one has $\tau_{m+1}=0$ and vanishes. Since $\sum_kc_k^2=1$, the largest $c_k^2$ is at least $1/m$. Every earlier vector then has $\tau_{k+1}\ge1/m$ and $\tau_k\le1$, so its squared residual is at least $1/m$.

In the example the ordered overlaps have magnitudes 0, 0, 0.0661, 0.1182, 0.5295 and 0.8374. The third residual norm is $\sqrt{1-0.0661^2}=0.998$. The full list is 1, 1, 0.998, 0.993, 0.845 and 0, so the gap is plain.

**Q.** And the five survivors leave HCH alone?

**A.** Each survivor $v$ lies in the range of $U$ and is orthogonal to $c$, so

$$v\cdot e_c=(Pv)\cdot e_c=v\cdot Pe_c=|Pe_c|\,v\cdot c=0 .$$

None of them contains HCH at all. Let $V$ have rows $c,v_1,\dots,v_5$, and let $y=Vq$. The matrix $VGV^T$ is no longer diagonal in general, but it is invertible. With $J=VB$ the earlier formulas become

$$\delta x=J^T(JJ^T)^{-1}\delta y,\qquad g_y=(JJ^T)^{-1}Jg_x .$$

Finite differences of HCH give a slope of 0.8165 along the $c$ coordinate, which is $e_c\cdot c$. Along the free coordinates the slopes are below $10^{-10}$.

**Q.** You keep saying "to first order". An optimizer takes finite steps.

**A.** Then holding $c\cdot q$ is not enough. A finite change $\Delta q$ may have a component along $n$. Step along the wag alone, holding $c\cdot q$ and the other free coordinates. The free vectors have no HCH component and $c\cdot\Delta q=0$, so only the redundant direction contributes:

$$\Delta q_c=n_c\,(n\cdot\Delta q)=\tfrac13\Big(\sum_i\varphi_i-2\pi\Big).$$

**Q.** How large is that?

**A.** The square of a triple product is the determinant of the matrix of scalar products:

$$w^2=1-\sum_i\cos^2\varphi_i+2\cos\varphi_1\cos\varphi_2\cos\varphi_3 .$$

Its derivative with respect to $\varphi_1$ is $2\sin\varphi_1(\cos\varphi_1-\cos\varphi_2\cos\varphi_3)$. In the plane, $\cos\varphi_1=\cos(\varphi_2+\varphi_3)=\cos\varphi_2\cos\varphi_3-\sin\varphi_2\sin\varphi_3$. The derivative is then $-2S$ with $S=\sin\varphi_1\sin\varphi_2\sin\varphi_3$, and by symmetry it is the same for the other two angles. Since $w=0$ in the plane, the leading order is $w^2\approx-2S(\sum_i\varphi_i-2\pi)$, and

$$\Delta q_c\approx-\frac{w^2}{6S}.$$

Here $S=0.8660\times0.7660\times0.9397=0.623$. For $w=0.2$ the estimate is $-0.04/3.74=-0.0107$ rad, or $-0.613^\circ$. The actual back-transformed geometry gives $-0.619^\circ$. At $w=0.1$ the drift is $-0.154^\circ$, about a quarter, as a second-order error should be.

**Q.** Half a degree is not a constraint. What is the cure?

**A.** Use HCH itself in place of $c\cdot q$. At the reference, $(1-P)e_c$ lies in the null space of $B^T$, so

$$B^Te_c=B^TPe_c=|Pe_c|\,B^Tc .$$

The Cartesian gradients of $q_c$ and of $c\cdot q$ are parallel. Replacing the first row of $V$ by $e_c^T$ gives a matrix $W$ with the same first-order constraint, and $Wq$ is still a valid set of six coordinates near the reference. For target values $y^*$, with $q$ and $J=WB$ evaluated at the current $x$, repeat

$$x\leftarrow x+J^T(JJ^T)^{-1}\big(y^*-Wq(x)\big)$$

until the bracket vanishes. The same wag steps now leave HCH unchanged to about $10^{-14}$ degrees. If the molecule moves so far that $JJ^T$ becomes nearly singular, $U$ and $V$ must be rebuilt.

**Q.** What if I fix several primitives?

**A.** Project each one and orthonormalize the projections before treating the $u_k$. If the projections are linearly dependent, the constraints are not independent to first order. Fixing all three angles in planar formaldehyde is such a case: their unit vectors add up to $\sqrt3\,n$, and $Pn=0$.

**Q.** Suppose the optimization has converged. The Cartesian forces are not zero, so how do I know I am at a constrained minimum?

**A.** The free components of $g_y$ must vanish. Take $J=WB$, whose first row is $e_c^TB$; with $J=VB$ the remaining component at a planar geometry would be smaller by the factor $|Pe_c|$. With $\lambda$ the remaining component, $g_x=J^Tg_y$ becomes

$$g_x=\lambda B^Te_c=\lambda\nabla q_c .$$

This establishes a stationary point; a minimum also needs positive curvature along the free directions. The number $\lambda$ has a direct meaning. Shift the constraint value and follow the minimum:

$$\frac{dE_{\min}}{dq_c}=g_x\cdot\frac{dx}{dq_c}=\lambda\,\nabla q_c\cdot\frac{dx}{dq_c}=\lambda ,$$

because $\nabla q_c\cdot dx$ is by definition $dq_c$.

**Q.** Does it work with a real energy?

**A.** I relaxed formaldehyde at the RHF/STO-3G level with HCH held at $110^\circ$, starting from the geometry with $w=0.2$. This level neglects electron correlation and has a minimal basis, so the numbers illustrate the method and do not predict experiment. The energy fell from $-112.348101$ to $-112.353543$ hartree in six gradient evaluations. The molecule returned to the plane with equal CH bonds. The bond lengths are CO 2.295 bohr (1.215 Å) and CH 2.083 bohr (1.102 Å). A direct search over the two bond lengths of a planar symmetrical molecule, which uses no $B$ matrix, finds the same energy to the digits given. That search does not probe unsymmetrical or out-of-plane motion; the curvature along all five free directions is positive at this geometry, so it is a constrained minimum.

The multiplier is $\lambda=-0.0206$ hartree/rad, and differences of neighbouring constrained minima give the same value. The negative sign says that opening the angle lowers the energy. Indeed, without the constraint HCH relaxes to $114.5^\circ$, and the energy drops by 0.000804 hartree (2.1 kJ/mol). None of these values is converged in the basis. At the RHF level with 6-31G* and cc-pVDZ, the constrained CO length is 2.232 and 2.228 bohr, CH is 2.068 and 2.087 bohr, $\lambda$ is $-0.0224$ and $-0.0212$ hartree/rad, the free HCH angle is $115.7^\circ$ and $115.6^\circ$, and the energy drop is 2.9 and 2.7 kJ/mol.

**Q.** Are those two numbers consistent with each other?

**A.** If $\lambda$ rises linearly to zero over the $4.53^\circ=0.0791$ rad between the two minima, the energy released is the area of a triangle:

$$\tfrac12\times0.02058\times0.0791=0.00081\ \text{hartree}.$$

This is about 1% above the computed difference, so the two numbers are consistent. The test is not very sensitive to anharmonicity: the slope $d\lambda/dq_c$ falls by about 6% over this range, from 0.27 to 0.25 hartree/rad$^2$. The numerical check checks the rank counts, the projection, the drift formula, the constrained relaxation and the multiplier numerically; the triangle estimate is hand arithmetic from its printed values.

## Computed results

```
Reference CO, CH1, CH2 (bohr):   2.3000   2.1000   2.1500
Reference OCH1, OCH2, HCH (deg):   120.00   130.00   110.00
Primitives, atoms, rank of B: 7 4 6
Rank without wag, planar: 5
Rank, 5 coplanar atoms, all distances: 7
Rank, linear triatomic: 4
Eigenvalues of G (dimensionless):
  0.0000   0.7535   0.7728   1.0000   1.8456   3.1719   3.4489
Null vector, order CO CH1 CH2 OCH1 OCH2 HCH wag
  0.0000   0.0000   0.0000   0.5774   0.5774   0.5774   0.0000
U: rows primitives, columns nonzero eigenvalues ascending
CO      0.0337  -0.4188   0.6307   0.0000  -0.0925   0.6459
CH1     0.4190   0.2816   0.5142   0.0000   0.6473  -0.2487
CH2    -0.4072   0.2053   0.5813   0.0000  -0.4722  -0.4809
OCH1    0.5984  -0.3112   0.0000   0.0000  -0.3614  -0.2848
OCH2   -0.5444  -0.3726   0.0000   0.0000   0.4579  -0.1476
HCH    -0.0540   0.6838   0.0000   0.0000  -0.0965   0.4323
wag     0.0000   0.0000   0.0000   1.0000   0.0000   0.0000
Norm of projected HCH vector: 0.816497
Normalized projected constraint c:
  0.0000   0.0000   0.0000  -0.4082  -0.4082   0.8165   0.0000
Overlaps of c with columns of U:
 -0.0661   0.8374   0.0000   0.0000  -0.1182   0.5295
Schmidt order (column numbers from 1): 4 3 1 5 6 2
Schmidt residual norms in that order:
  1.0000   1.0000   0.9978   0.9930   0.8452   0.0000
Free vectors: rows primitives, columns 1 to 5
CO      0.0000   0.6307   0.0338  -0.0929   0.7697
CH1     0.0000   0.5142   0.4199   0.6552  -0.3607
CH2     0.0000   0.5813  -0.4081  -0.4787  -0.5161
OCH1    0.0000   0.0000   0.5727  -0.4080  -0.0744
OCH2    0.0000   0.0000  -0.5727   0.4080   0.0744
HCH     0.0000   0.0000   0.0000   0.0000   0.0000
wag     1.0000   0.0000   0.0000   0.0000   0.0000
Slope of HCH along c coordinate: 0.816497
Largest slope along free ones: 7.3e-11
Wag 0.1: HCH drift, c.q held (deg): -0.1535
  second-order estimate (deg): -0.1532
  drift, HCH held (deg): 1.3e-14
Wag 0.2: HCH drift, c.q held (deg): -0.6187
  second-order estimate (deg): -0.6127
  drift, HCH held (deg): 1.3e-14
RHF/STO-3G energy at wagged start (hartree): -112.348101
Constrained minimum (hartree): -112.353543
Direct search minimum (hartree): -112.353543
Gradient evaluations, constrained and free: 6 6
Constrained CO, CH (bohr):   2.2953   2.0831
Constrained CO, CH (angstrom):   1.2146   1.1023
Multiplier dE/dHCH (hartree/rad): -0.02058
Slope from constrained minima (hartree/rad): -0.02058
Free minimum (hartree): -112.354347
Free CO, CH (bohr):   2.2993   2.0813
Free HCH (deg): 114.53
Cost of constraint (hartree): 0.000804
Cost of constraint (kJ/mol): 2.111
```
